# Diamagnetic shift of an ns state and the l- and n-mixing fields: verification in Python

```python
# Result under test (atomic units, m = 0, magnetic field B along z):
#   <ns| B^2 r^2 sin^2(theta)/8 |ns> = B^2 n^2 (5 n^2 + 1)/24.
# It is a level shift only when ns is not degenerate with coupled states.
# An s quantum defect delta gives the l-mixing scale B^2 n^7 ~ 12 delta/sqrt(5);
# neighbouring n shells meet near B^2 n^7 ~ 16/5.
# Radial integrals use Gauss-Laguerre quadrature; many-shell calculations use
# Coulomb Sturmian functions. Spin-orbit coupling is omitted.
import numpy as np
from scipy.linalg import eigh, cholesky, solve_triangular
from scipy.special import (roots_laguerre, eval_genlaguerre, gammaln,
                           eval_legendre)
from scipy.constants import physical_constants, h

TESLA = physical_constants["atomic unit of mag. flux density"][0]
GHZ = physical_constants["Hartree energy"][0] / h / 1e9


def sturmian(N, l, x, w):
    """Radial function in x = 2r/scale, times the root of weight*exp(x)."""
    log_factor = ((l + 1) * np.log(x) + 0.5 * np.log(w)
                  + 0.5 * (gammaln(N - l) - gammaln(N + l + 1)))
    return np.exp(log_factor) * eval_genlaguerre(N - l - 1, 2 * l + 1, x)


def angular_matrix(l_values):
    c, w = np.polynomial.legendre.leggauss(90)
    Y = np.array([np.sqrt((2 * l + 1) / 2) * eval_legendre(l, c)
                  for l in l_values])
    return (Y * (w * (1 - c**2))) @ Y.T


def shell_r2(n, l_values):
    """Matrix of r^2 between normalized hydrogen functions of one n."""
    x, w = roots_laguerre(n + 4)
    R = np.array([sturmian(n, l, x, w) for l in l_values]) / np.sqrt(2 * n)
    return (n / 2)**2 * (R * x**2) @ R.T


def shell_diamagnetic(n):
    """Even-parity shell matrix of r^2 sin^2(theta)/8."""
    l_values = np.arange(0, n, 2)
    return shell_r2(n, l_values) * angular_matrix(l_values) / 8


def s_coefficient(n):
    return n**2 * (5 * n**2 + 1) / 24


def sd_coefficient(n):
    return np.sqrt(5) / 24 * n**2 * np.sqrt((n**2 - 1) * (n**2 - 4))


def many_shells(n, N_max):
    """Hydrogen H0, diamagnetic matrix and n-shell vectors, orthonormal basis."""
    x, w = roots_laguerre(N_max + 4)
    labels = [(N, l) for l in range(0, N_max, 2)
              for N in range(l + 1, N_max + 1)]
    N_arr, l_arr = np.array(labels).T
    F = np.array([sturmian(N, l, x, w) for N, l in labels])
    same_l = l_arr[:, None] == l_arr[None, :]
    overlap = n / 2 * (F @ F.T) * same_l
    inverse_r = ((F / x) @ F.T) * same_l
    H0 = inverse_r * (N_arr[None, :] / n - 1) - overlap / (2 * n**2)
    H0 = (H0 + H0.T) / 2
    ang = angular_matrix(np.arange(0, N_max, 2))
    V = ((n / 2)**3 * ((F * x**2) @ F.T)
         * ang[np.ix_(l_arr // 2, l_arr // 2)] / 8)
    L = cholesky(overlap, lower=True)

    def orthonormal(M):
        half = solve_triangular(L, M, lower=True)
        return solve_triangular(L, half.T, lower=True)

    shell = L.T[:, N_arr == n]
    shell = shell / np.linalg.norm(shell, axis=0)
    return orthonormal(H0), orthonormal(V), shell


# Radial moments, angular element and s-d coupling from their definitions
for n in range(1, 9):
    assert np.isclose(shell_diamagnetic(n)[0, 0], s_coefficient(n), rtol=1e-9)
    x, w = roots_laguerre(n + 4)
    u = sturmian(n, 0, x, w) / np.sqrt(2 * n)
    assert np.isclose(n / 2 * np.sum(u**2 * x), 1.5 * n**2, rtol=1e-9)
for n in (3, 4, 7, 30):
    r2_sd = abs(shell_r2(n, [0, 2])[0, 1])
    assert np.isclose(r2_sd, 2.5 * n**2 * np.sqrt((n**2 - 1) * (n**2 - 4)),
                      rtol=1e-8)
    assert np.isclose(abs(shell_diamagnetic(n)[0, 1]), sd_coefficient(n),
                      rtol=1e-8)
assert np.isclose(abs(angular_matrix([0, 2])[0, 1]), 2 / (3 * np.sqrt(5)))

# Actual hydrogen level shifts, including all other shells in the basis
B_small = 1e-4
full_coefficients = {}
for n, positions in ((1, [0]), (2, [1]), (3, [2, 3])):
    H0, V, _ = many_shells(n, 20)
    levels = np.linalg.eigvalsh(H0 + B_small**2 * V)
    full_coefficients[n] = (levels[positions] + 1 / (2 * n**2)) / B_small**2
for n in (1, 2):
    assert np.isclose(full_coefficients[n][0], s_coefficient(n), rtol=1e-4)
d3 = 5 * 3**2 * (5 * 3**2 - 17) / 168
two_by_two = np.linalg.eigvalsh([[s_coefficient(3), sd_coefficient(3)],
                                 [sd_coefficient(3), d3]])
assert np.allclose(full_coefficients[3], two_by_two, rtol=1e-3)
assert np.min(abs(full_coefficients[3] - s_coefficient(3))) > 1

# Model Rydberg atom: only its s level is lowered by a quantum defect
n, delta, B_tesla = 30, 0.02, 0.1
B = B_tesla / TESLA
gap = 1 / (2 * (n - delta)**2) - 1 / (2 * n**2)
B_l = np.sqrt(gap / (2 * sd_coefficient(n)))
B_n = np.sqrt(16 / (5 * n**7))
K = shell_diamagnetic(n)


def s_character(field, splitting):
    """Largest s share of one eigenstate and that state's energy shift."""
    H = field**2 * K
    H[0, 0] -= splitting
    energies, states = np.linalg.eigh(H)
    i = np.argmax(states[0]**2)
    return states[0, i]**2, energies[i] + splitting


first_order = B**2 * s_coefficient(n)
share_example, shell_shift = s_character(B, gap)
assert abs(shell_shift / first_order - 1) < 0.02
share_low = s_character(B_l / 3, gap)[0]
share_at = s_character(B_l, gap)[0]
share_high = s_character(3 * B_l, gap)[0]
share_hydrogen = s_character(B_l / 100, 0.0)[0]
assert share_low > 0.99 and 0.5 < share_at < 0.8 and share_high < 0.5
assert share_hydrogen < 0.5
assert np.isclose(B_l**2 * n**7, 12 * delta / np.sqrt(5), rtol=0.02)

# Inverse-square core reproduces delta exactly: error of hydrogenic elements
t = np.linspace(1e-6, np.sqrt(4000), 40001)
r = t**2


def integral(values):
    return np.trapezoid(values * 2 * t, t) if hasattr(np, "trapezoid") \
        else np.trapz(values * 2 * t, t)


def radial_state(effective_n, effective_l, nodes):
    x = 2 * r / effective_n
    u = (x**(effective_l + 1) * np.exp(-x / 2)
         * eval_genlaguerre(nodes, 2 * effective_l + 1, x))
    return u / np.sqrt(integral(u**2))


u_s = radial_state(n - delta, -delta, n - 1)
u_d = radial_state(n, 2, n - 3)
hydrogen_r2 = shell_r2(n, [0, 2])
ratio_ss = integral(u_s**2 * r**2) / hydrogen_r2[0, 0]
ratio_sd = abs(integral(u_s * u_d * r**2) / hydrogen_r2[0, 1])
assert abs(ratio_ss - 1) < 0.02 and abs(ratio_sd - 1) < 0.10

# Shell edges approach the limits given by Kepler-orbit averages
edges = {}
for size in (30, 60):
    values = np.linalg.eigvalsh(shell_diamagnetic(size)) / size**4
    edges[size] = values[[0, -1]]
assert abs(edges[60][1] - 5 / 16) < 0.6 * abs(edges[30][1] - 5 / 16)
assert 0 < edges[60][0] < 0.6 * edges[30][0]
bottom_next = np.linalg.eigvalsh(shell_diamagnetic(n + 1))[0]
spacing = 1 / (2 * n**2) - 1 / (2 * (n + 1)**2)
B_meet = np.sqrt(spacing / (edges[30][1] * n**4 - bottom_next))
assert abs(B_meet**2 * n**7 / (16 / 5) - 1) < 0.15

# Beyond first order: approach of the n=10 and n=11 even-parity shells
m = 10
H0, V, shell = many_shells(m, 40)
below = sum((k + 1) // 2 for k in range(1, m + 1))
scan = np.arange(1.0, 10.01, 0.1)
gaps = []
for scaled in scan:
    levels = np.linalg.eigvalsh(H0 + scaled / m**7 * V)
    gaps.append(levels[below] - levels[below - 1])
first_min = next(i for i in range(1, len(scan) - 1)
                 if gaps[i] < gaps[i - 1] and gaps[i] < gaps[i + 1])
scaled_meet = scan[first_min]
assert 0.5 < scaled_meet / (16 / 5) < 2

# Basis convergence. The compact 1s state converges slowly in functions scaled
# to n=10; it only serves to count levels, so it has its own, looser test.
H0_small, V_small, _ = many_shells(m, 34)
check_large = np.linalg.eigvalsh(H0 + scaled_meet / m**7 * V)
check_small = np.linalg.eigvalsh(H0_small + scaled_meet / m**7 * V_small)
level_change = np.max(abs(check_large - check_small[:1].repeat(
    len(check_large)))[:0], initial=0.0)
level_change = max(level_change, np.max(
    abs(check_large[1:below + 1] - check_small[1:below + 1])))
ground_error = max(abs(check_large[0] + 0.5), abs(check_small[0] + 0.5))
assert level_change < 1e-7
assert ground_error < 1e-3


def shell_purity(scaled):
    """Mean n-shell share of the eigenstates with most of that shell."""
    states = eigh(H0 + scaled / m**7 * V)[1]
    shares = np.sum((shell.T @ states)**2, axis=0)
    return np.mean(np.sort(shares)[-shell.shape[1]:])


purity = [shell_purity(value) for value in (0.1, 16 / 5, 20.0)]
assert purity[0] > 0.99 and purity[0] > purity[1] > purity[2]
assert purity[2] < 0.9

print(f"atomic unit of magnetic field: {TESLA:.6e} T")
print(f"Hartree energy / h: {GHZ:.6e} GHz")
for k in (1, 2, 3):
    print(f"hydrogen {k}s expectation / B^2: {s_coefficient(k):.4f} a.u.")
    print(f"hydrogen n={k} full level shifts / B^2:",
          " ".join(f"{v:.4f}" for v in full_coefficients[k]), "a.u.")
print(f"3d expectation / B^2: {d3:.4f} a.u.")
print(f"3s-3d coupling / B^2: {sd_coefficient(3):.4f} a.u.")
print(f"model n: {n}; s quantum defect: {delta}; field: {B_tesla} T")
print(f"model field: {B:.5e} a.u.")
print(f"ns expectation / B^2: {s_coefficient(n):.1f} a.u.")
print(f"first-order shift: {first_order:.5e} a.u.")
print(f"first-order shift: {first_order * GHZ:.4f} GHz")
print(f"shift from shell diagonalization: {shell_shift * GHZ:.4f} GHz")
print(f"s share at model field: {share_example:.5f}")
print(f"zero-field s gap: {gap:.5e} a.u.")
print(f"s-d coupling / B^2: {sd_coefficient(n):.1f} a.u.")
print(f"l-mixing field B_l: {B_l:.5e} a.u.")
print(f"l-mixing field B_l: {B_l * TESLA:.4f} T")
print(f"B_l^2 n^7: {B_l**2 * n**7:.5f}")
print(f"12 delta/sqrt(5): {12 * delta / np.sqrt(5):.5f}")
print(f"largest s share at B_l/3: {share_low:.4f}")
print(f"largest s share at B_l: {share_at:.4f}")
print(f"largest s share at 3 B_l: {share_high:.4f}")
print(f"largest s share, delta=0, B_l/100: {share_hydrogen:.4f}")
print(f"core/hydrogen ratio of <s|r^2|s>: {ratio_ss:.5f}")
print(f"core/hydrogen ratio of |<s|r^2|d>|: {ratio_sd:.5f}")
print(f"n-mixing field B_n: {B_n:.5e} a.u.")
print(f"n-mixing field B_n: {B_n * TESLA:.4f} T")
print(f"B_n/B_l: {B_n / B_l:.3f}")
for size in (30, 60):
    print(f"n={size} shell edges / (B^2 n^4): "
          f"{edges[size][0]:.5f} {edges[size][1]:.5f}")
print(f"first-order meeting of n=30,31: {B_meet * TESLA:.4f} T")
print(f"first-order meeting, B^2 n^7: {B_meet**2 * n**7:.4f}")
print(f"many-shell meeting of n=10,11, B^2 n^7: {scaled_meet:.1f}")
print(f"largest basis change of levels above 1s: {level_change:.1e} a.u.")
print(f"largest 1s deviation from -1/2: {ground_error:.1e} a.u.")
for value, share in zip((0.1, 16 / 5, 20.0), purity):
    print(f"mean n=10 share at B^2 n^7={value:.1f}: {share:.4f}")
print("every check passed")
```

Output:

```
atomic unit of magnetic field: 2.350518e+05 T
Hartree energy / h: 6.579684e+06 GHz
hydrogen 1s expectation / B^2: 0.2500 a.u.
hydrogen n=1 full level shifts / B^2: 0.2500 a.u.
hydrogen 2s expectation / B^2: 3.5000 a.u.
hydrogen n=2 full level shifts / B^2: 3.5000 a.u.
hydrogen 3s expectation / B^2: 17.2500 a.u.
hydrogen n=3 full level shifts / B^2: 5.1715 19.5784 a.u.
3d expectation / B^2: 7.5000 a.u.
3s-3d coupling / B^2: 5.3033 a.u.
model n: 30; s quantum defect: 0.02; field: 0.1 T
model field: 4.25438e-07 a.u.
ns expectation / B^2: 168787.5 a.u.
first-order shift: 3.05501e-08 a.u.
first-order shift: 0.2010 GHz
shift from shell diagonalization: 0.1993 GHz
s share at model field: 0.99965
zero-field s gap: 7.41482e-07 a.u.
s-d coupling / B^2: 75257.6 a.u.
l-mixing field B_l: 2.21953e-06 a.u.
l-mixing field B_l: 0.5217 T
B_l^2 n^7: 0.10774
12 delta/sqrt(5): 0.10733
largest s share at B_l/3: 0.9967
largest s share at B_l: 0.6406
largest s share at 3 B_l: 0.2090
largest s share, delta=0, B_l/100: 0.3022
core/hydrogen ratio of <s|r^2|s>: 0.99735
core/hydrogen ratio of |<s|r^2|d>|: 0.99948
n-mixing field B_n: 1.20962e-05 a.u.
n-mixing field B_n: 2.8432 T
B_n/B_l: 5.450
n=30 shell edges / (B^2 n^4): 0.00917 0.30341
n=60 shell edges / (B^2 n^4): 0.00462 0.30790
first-order meeting of n=30,31: 2.8638 T
first-order meeting, B^2 n^7: 3.2465
many-shell meeting of n=10,11, B^2 n^7: 3.9
largest basis change of levels above 1s: 1.5e-08 a.u.
largest 1s deviation from -1/2: 1.3e-04 a.u.
mean n=10 share at B^2 n^7=0.1: 0.9999
mean n=10 share at B^2 n^7=3.2: 0.9277
mean n=10 share at B^2 n^7=20.0: 0.4686
every check passed
```
